# Image-charge shifts of molecular levels near a metal in GW: a program that tests the result

```python
"""
Result under test (Hartree atomic units): a metal with image plane z0 changes
the GW self-energy of a small molecule centred at z, d = z - z0, so that
occupied levels move by +1/(4d), empty levels by -1/(4d), and the gap by
-1/(2d), with remainders of order d^-3 for an inversion-symmetric molecule.
Symbols: W screened interaction; dw its direct change by the metal (image
kernel); g(q) surface reflection factor; k Thomas-Fermi wavevector;
B(Omega) spectral weight of the change of W; SEX screened exchange;
COH Coulomb hole; HOMO/LUMO highest occupied/lowest empty orbital.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import j0
from pyscf import gto, scf, dft

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_ANGSTROM = physical_constants["Bohr radius"][0] * 1e10

# ---- Surface response: Thomas-Fermi metal in z < 0, vacuum in z > 0 ----
k_tf = 1.0


def reflection(q):
    kappa = np.hypot(q, k_tf)
    return (kappa - q) / (kappa + q)


# Poisson equation for one parallel wavevector, solved on a grid
q_test, step = 0.5, 0.01
grid_z = np.linspace(-20.0, 30.0, 5001)
inside = np.where(np.abs(grid_z) < step / 2, 0.5, (grid_z < 0) * 1.0)
bands = np.zeros((3, grid_z.size))
bands[0, 1:] = bands[2, :-1] = -1 / step**2
bands[1] = 2 / step**2 + q_test**2 + k_tf**2 * inside
source = np.zeros(grid_z.size)
i_source = int(np.argmin(np.abs(grid_z - 2.0)))
i_field = int(np.argmin(np.abs(grid_z - 1.5)))
source[i_source] = 4 * np.pi / step
potential = solve_banded((1, 1), bands, source)
induced_grid = potential[i_field] - 2*np.pi/q_test*np.exp(-q_test*0.5)
induced_formula = -2*np.pi/q_test*reflection(q_test)*np.exp(-q_test*3.5)
assert abs(induced_grid / induced_formula - 1) < 1e-3  # grid error ~ step^2

# Perfect-metal kernel in real space from its wavevector integral
kernel_q = -quad(lambda q: j0(1.5*q)*np.exp(-5*q), 0, 12, epsabs=1e-12)[0]
assert abs(kernel_q + 1 / np.hypot(1.5, 5.0)) < 1e-9


def coincident_change(z):
    """Change of W at coincident points, integrated over wavevector."""
    return -quad(lambda t: np.exp(-t) * reflection(t / (2*z)), 0, 60,
                 epsabs=1e-12, epsrel=1e-12, limit=200)[0] / (2*z)


z_plane = -1 / k_tf
remainder = [coincident_change(z) + 1/(2*(z - z_plane)) for z in (20., 40.)]
assert abs(remainder[0] / remainder[1]) > 8  # decays at least as z^-3

# ---- Frequency dependence: damped surface plasmon ----
omega_s, d_example = 0.4, 6.0
point_shift = 1 / (4 * d_example)


def integrate(func):
    return (quad(func, 0, 2, limit=400)[0]
            + quad(func, 2, np.inf, limit=400)[0])


def integrate_complex(func):
    return (integrate(lambda x: func(x).real)
            + 1j * integrate(lambda x: func(x).imag))


def loss_over_frequency(freq, damping):
    """B(Omega)/Omega for a Drude surface, at distance d_example."""
    return (omega_s**2 * damping / (2*np.pi*d_example)
            / ((omega_s**2 - freq**2)**2 + (damping*freq)**2))


def change_imaginary(u, damping):
    return -omega_s**2 / (omega_s**2 + u*u + damping*u) / (2*d_example)


gamma = 0.1
for side in (1, -1):  # +1 occupied level, -1 empty level
    x = side * 0.3 + 0.2j
    convolution = -integrate_complex(
        lambda u: change_imaginary(u, gamma) * 2*x/(x*x + u*u)) / (2*np.pi)
    spectral = integrate_complex(
        lambda f: f * loss_over_frequency(f, gamma) / (x + side*f))
    assert abs(convolution - spectral) < 1e-6
on_shell = {}
for damping in (0.1, 0.4):
    on_shell[damping] = integrate(lambda f: loss_over_frequency(f, damping))
    assert abs(on_shell[damping] - point_shift) < 1e-6
fixed_pole = brentq(lambda s: integrate(
    lambda f: f*loss_over_frequency(f, gamma)/(s + f)) - s, 1e-6, 0.1)
assert 0 < fixed_pole < point_shift

# Total energy of a charge coupled to one surface-plasmon oscillator
levels = np.arange(60)
ladder = np.diag(np.sqrt(levels[1:]), 1)
coupling = np.sqrt(omega_s / (4 * d_example))
charging = {}
for charge in (1, -1):
    hamiltonian = (np.diag(omega_s * levels)
                   + charge * coupling * (ladder + ladder.T))
    charging[charge] = np.linalg.eigvalsh(hamiltonian)[0]
    assert abs(charging[charge] + point_shift) < 1e-9

# ---- N2 upright above an ideal image plane ----
bond = 2.08
offsets = (-bond/2, bond/2)
mol = gto.M(atom=[["N", (0, 0, s)] for s in offsets],
            basis="cc-pvdz", unit="Bohr", verbose=0)
mf = scf.RHF(mol)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
orbitals, energies = mf.mo_coeff, mf.mo_energy
n_occ, n_mo = mol.nelectron // 2, energies.size
homo, lumo = n_occ - 1, n_occ
frontier = {"HOMO": homo, "LUMO": lumo}
parity = np.array([-1.0 if label[3] in ("z", "xz", "yz") else 1.0
                   for label in mol.ao_labels(fmt=None)])


def to_orbitals(integrals, left, right):
    return np.einsum("pqrs,pi,qj,rk,sl->ijkl", integrals,
                     left, left, right, right, optimize=True)


def image_interaction(d):
    """Matrix elements of -1/|r - mirrored r'| from a mirrored basis."""
    atoms = [["N", (0, 0, d + s)] for s in offsets]
    atoms += [["N", (0, 0, -d - s)] for s in offsets]
    pair = gto.M(atom=atoms, basis="cc-pvdz", unit="Bohr", verbose=0)
    points = np.array([[0.3, -0.7, d + 0.4], [1.1, 0.2, d - 1.3]])
    direct = pair.eval_gto("GTOval_sph", points)[:, :n_mo]
    mirrored = pair.eval_gto("GTOval_sph", points * [1, 1, -1])[:, n_mo:]
    assert np.allclose(direct, mirrored * parity, atol=1e-10)
    nb = mol.nbas
    integrals = pair.intor("int2e", shls_slice=(0, nb, 0, nb,
                                                nb, 2*nb, nb, 2*nb))
    return -to_orbitals(integrals, orbitals, parity[:, None] * orbitals)


bare = to_orbitals(mol.intor("int2e"), orbitals, orbitals)
excitation = (energies[None, n_occ:] - energies[:n_occ, None]).ravel()


def screened_elements(interaction, n):
    """Static RPA elements (np|W|pn) for every orbital p."""
    size = excitation.size
    block = interaction[:n_occ, n_occ:, :n_occ, n_occ:].reshape(size, size)
    response = -np.linalg.inv(np.diag(excitation / 4) + block)
    couple = interaction[n][:, :n_occ, n_occ:].reshape(n_mo, size)
    unscreened = np.diagonal(interaction[n, :, n, :])
    return unscreened + ((couple @ response) * couple).sum(axis=1)


isolated = {name: screened_elements(bare, n) for name, n in frontier.items()}
quadrature = dft.gen_grid.Grids(mol)
quadrature.level = 4
quadrature.build()
ao_values = dft.numint.eval_ao(mol, quadrature.coords)
density = {}
for name, n in frontier.items():
    weight = (ao_values @ orbitals[:, n])**2 * quadrature.weights
    density[name] = weight / weight.sum()

distances = (6.0, 8.0, 12.0, 24.0, 48.0)
results = {}
for d in distances:
    dw = image_interaction(d)
    for name, n in frontier.items():
        change = screened_elements(bare + dw, n) - isolated[name]
        sex, coh = -change[:n_occ].sum(), 0.5 * change.sum()
        direct_terms = np.diagonal(dw[n, :, n, :])
        height = quadrature.coords[:, 2] + d
        # The floor only regularizes the negligible tail at the metal plane
        coh_local = -(density[name] / (4*np.maximum(height, 0.5))).sum()
        hartree = 2 * np.trace(dw[n, n][:n_occ, :n_occ])
        for s, z_nuc in zip(offsets, mol.atom_charges()):
            with mol.with_rinv_origin((0, 0, -2*d - s)):
                attraction = mol.intor("int1e_rinv")
            hartree += z_nuc * (orbitals[:, n] @ attraction @ orbitals[:, n])
        results[d, name] = dict(
            sex=sex, coh=coh, shift=sex + coh, hartree=hartree,
            own=change[n], coh_direct=0.5*direct_terms.sum(),
            coh_local=coh_local, behind=density[name][height < 0].sum())

for d in distances:
    up, down = results[d, "HOMO"], results[d, "LUMO"]
    assert up["shift"] > 0 > down["shift"]
    if d >= 12:
        # Bounds on the coefficient of d^-3, in atomic units
        assert abs(up["shift"] - 1/(4*d)) * d**3 < 1
        assert abs(down["shift"] + 1/(4*d)) * d**3 < 1
        assert abs(down["sex"]) * d**3 < 1
        for row in (up, down):
            assert abs(row["hartree"]) * d**3 < 1
            assert abs(row["own"] + 1/(2*d)) * d**3 < 2
            # Finite orbital basis: completeness holds only approximately
            assert abs(row["coh_direct"]/row["coh_local"] - 1) < 0.01
gap_change = {d: results[d, "LUMO"]["shift"] - results[d, "HOMO"]["shift"]
              for d in distances}
assert abs(gap_change[24.0] * 2 * 24.0 + 1) < 0.01

# ---- Numbers for the text ----
print("THOMAS-FERMI SURFACE")
print(f"k = {k_tf:.2f} 1/bohr; image plane z0 = {z_plane:.2f} bohr")
print(f"induced potential at q = {q_test} 1/bohr, z = 1.5, z' = 2 bohr:")
print(f"  grid {induced_grid:.6f}, formula {induced_formula:.6f} a.u.")
print(f"Delta W(r,r) at z = 5 bohr: {coincident_change(5.0):.6f} hartree")
print(f"  -1/(2(z-z0)) = {-1/(2*(5-z_plane)):.6f} hartree")
print(f"  -1/(2z) = {-1/(2*5.0):.6f} hartree")
print("DAMPED SURFACE PLASMON")
print(f"frequency {omega_s:.2f} hartree, distance d = {d_example:.1f} bohr")
for damping, value in on_shell.items():
    print(f"on-shell shift, damping {damping:.1f} hartree: "
          f"{value:.6f} hartree")
print(f"shift with unshifted pole in G, damping {gamma:.1f} hartree: "
      f"{fixed_pole:.6f} hartree")
for charge, value in charging.items():
    print(f"polarization energy, charge {charge:+d}: {value:.6f} hartree")
print("N2, RHF/cc-pVDZ orbitals, static RPA W")
print(f"bond {bond:.2f} bohr; orbitals {n_mo}; occupied {n_occ}")
for name, n in frontier.items():
    same = int(np.sum(np.abs(energies - energies[n]) < 1e-5))
    print(f"{name} energy {energies[n]:.5f} hartree, degeneracy {same}")
print(f"at d = {d_example:.1f} bohr = {d_example*BOHR_ANGSTROM:.3f} angstrom:")
print(f"1/(4d) = {point_shift:.6f} hartree")
for name in frontier:
    row = results[d_example, name]
    print(f"{name} Delta W_nn = {row['own']:.6f} hartree")
    print(f"{name} SEX = {row['sex']:.6f}, COH = {row['coh']:.6f} hartree")
    print(f"{name} SEX+COH = {row['shift']:.6f} hartree "
          f"= {row['shift']*HARTREE_EV:.4f} eV")
    print(f"{name} Hartree change = {row['hartree']:.6f} hartree")
    print(f"{name} COH without molecular screening: basis sum "
          f"{row['coh_direct']:.6f}, local {row['coh_local']:.6f} hartree")
    print(f"{name} density behind image plane = {row['behind']:.2e}")
print(f"gap change from Sigma = {gap_change[d_example]:.6f} hartree "
      f"= {gap_change[d_example]*HARTREE_EV:.4f} eV")
print(f"point formula -1/(2d) = {-2*point_shift:.6f} hartree "
      f"= {-2*point_shift*HARTREE_EV:.4f} eV")
print("d (bohr); then HOMO shift, LUMO shift, gap change, -1/(2d) (hartree)")
for d in distances:
    print(f"{d:5.1f} {results[d, 'HOMO']['shift']:.6f} "
          f"{results[d, 'LUMO']['shift']:.6f} "
          f"{gap_change[d]:.6f} {-1/(2*d):.6f}")
print("PASS")
```

Printed output:

```
THOMAS-FERMI SURFACE
k = 1.00 1/bohr; image plane z0 = -1.00 bohr
induced potential at q = 0.5 1/bohr, z = 1.5, z' = 2 bohr:
  grid -0.834141, formula -0.834102 a.u.
Delta W(r,r) at z = 5 bohr: -0.083425 hartree
  -1/(2(z-z0)) = -0.083333 hartree
  -1/(2z) = -0.100000 hartree
DAMPED SURFACE PLASMON
frequency 0.40 hartree, distance d = 6.0 bohr
on-shell shift, damping 0.1 hartree: 0.041667 hartree
on-shell shift, damping 0.4 hartree: 0.041667 hartree
shift with unshifted pole in G, damping 0.1 hartree: 0.037026 hartree
polarization energy, charge +1: -0.041667 hartree
polarization energy, charge -1: -0.041667 hartree
N2, RHF/cc-pVDZ orbitals, static RPA W
bond 2.08 bohr; orbitals 28; occupied 7
HOMO energy -0.60688 hartree, degeneracy 2
LUMO energy 0.17406 hartree, degeneracy 2
at d = 6.0 bohr = 3.175 angstrom:
1/(4d) = 0.041667 hartree
HOMO Delta W_nn = -0.084672 hartree
HOMO SEX = 0.084838, COH = -0.042804 hartree
HOMO SEX+COH = 0.042034 hartree = 1.1438 eV
HOMO Hartree change = -0.000683 hartree
HOMO COH without molecular screening: basis sum -0.043019, local -0.043209 hartree
HOMO density behind image plane = 1.48e-07
LUMO Delta W_nn = -0.085736 hartree
LUMO SEX = 0.000556, COH = -0.043672 hartree
LUMO SEX+COH = -0.043116 hartree = -1.1732 eV
LUMO Hartree change = -0.000715 hartree
LUMO COH without molecular screening: basis sum -0.044329, local -0.045209 hartree
LUMO density behind image plane = 9.99e-07
gap change from Sigma = -0.085150 hartree = -2.3170 eV
point formula -1/(2d) = -0.083333 hartree = -2.2676 eV
d (bohr); then HOMO shift, LUMO shift, gap change, -1/(2d) (hartree)
  6.0 0.042034 -0.043116 -0.085150 -0.083333
  8.0 0.031378 -0.031815 -0.063194 -0.062500
 12.0 0.020864 -0.020991 -0.041855 -0.041667
 24.0 0.010420 -0.010435 -0.020855 -0.020833
 48.0 0.005209 -0.005211 -0.010419 -0.010417
PASS
```
